# Implicit Midpoint for a Macrospin: Length, Energy and the Nonlinear Solve: verification in Python

```python
# Result under test: one implicit midpoint step of the macrospin Gilbert equation,
#   new - old = -gamma h mid x B(mid) + alpha mid x (new - old), mid = (old+new)/2,
# keeps |m| for every damping alpha, and for alpha = 0 keeps the quadratic energy
#   E(m) = m.A.m/2 - mu B_applied.m, where B(m) = -grad E / mu.
# For alpha > 0 the energy changes by -(alpha mu/(gamma h)) |new - old|^2.
# m: unit direction; mu: magnetic moment (A m^2); A: symmetric stiffness (J);
# gamma: gyromagnetic ratio (1/(s T)); h: time step (s).
# quartic: coefficient K (J) of an added non-quadratic energy K m_x^4.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import root

mp.mp.dps = 50
GAMMA = float(constants.value("electron gyromag. ratio"))
MS, VOLUME = 8.0e5, 1.0e-23
MU = MS * VOLUME
SCALE = float(constants.mu_0 * MS**2 * VOLUME)
DEMAG = np.array([0.02, 0.08, 0.90])
STIFF = SCALE * np.diag(DEMAG)
APPLIED = np.array([-0.010, 0.005, 0.020])
START = np.array([0.48, 0.36, 0.80])
H = 2.0e-12
ALPHA = 0.02
rng = np.random.default_rng(7)


def cross(a, b):
    return np.array([a[1]*b[2] - a[2]*b[1],
                     a[2]*b[0] - a[0]*b[2],
                     a[0]*b[1] - a[1]*b[0]])


def energy(m, stiff=STIFF, quartic=0.0):
    return 0.5*(m @ (stiff @ m)) - MU*(APPLIED @ m) + quartic*m[0]**4


def field(m, stiff=STIFF, quartic=0.0):
    b = APPLIED - (stiff @ m)/MU
    if quartic:
        b = b - np.array([4*quartic*m[0]**3/MU, 0*m[0], 0*m[0]])
    return b


def residual(new, old, h, alpha=0.0, stiff=STIFF, quartic=0.0):
    mid, change = (new + old)/2, new - old
    return (change + GAMMA*h*cross(mid, field(mid, stiff, quartic))
            - alpha*cross(mid, change))


def frozen_map(y, old, h, alpha):
    """Midpoint from the linear problem whose field is frozen at y."""
    w = -(GAMMA*h/2)*field(y) - alpha*old
    return (old + cross(old, w) + (w @ old)*w)/(1 + w @ w)


def midpoint_step(old, h, alpha=0.0):
    y = old
    for sweep in range(1, 61):
        x = frozen_map(y, old, h, alpha)
        if np.max(np.abs(x - y)) < 2e-15:
            return 2*x - old, sweep
        y = x
    raise RuntimeError("frozen-field iteration did not converge")


def run(steps, h, alpha=0.0):
    path, sweeps = [START], 0
    for _ in range(steps):
        new, count = midpoint_step(path[-1], h, alpha)
        path.append(new)
        sweeps += count
    return np.array(path), sweeps/steps


def newton_step_50_digits(old, h, alpha, stiff, quartic):
    def equations(a, b, c):
        trial = np.array([a, b, c], dtype=object)
        return list(residual(trial, old, h, alpha, stiff, quartic))
    return np.array(list(mp.findroot(equations, tuple(old))), dtype=object)


def rate(m, alpha):
    """Explicit time derivative on the unit sphere."""
    torque = cross(m, field(m))
    return -GAMMA/(1 + alpha**2)*(torque + alpha*cross(m, torque))


print(f"gamma = {GAMMA:.6e} 1/(s T)")
print(f"Ms = {MS:.1e} A/m, V = {VOLUME:.1e} m^3, mu = {MU:.3e} A m^2")
print(f"energy scale mu0 Ms^2 V = {SCALE:.6e} J")
print("demagnetizing factors =", DEMAG)
print("applied field (T) =", APPLIED)
print(f"time step h = {H:.1e} s, start m =", START)

# High-precision solutions of the raw nonlinear equation.
old_mp = np.array([mp.mpf(12)/25, mp.mpf(9)/25, mp.mpf(4)/5], dtype=object)
R = rng.normal(size=(3, 3))
random_stiff = 0.3*SCALE*(R + R.T)
K4 = 1.0e-18
worst_length = worst_energy = worst_loss = worst_quartic = mp.mpf(0)
for stiff in (STIFF, random_stiff):
    for alpha, quartic in ((0.0, 0.0), (0.3, 0.0), (0.0, K4)):
        new = newton_step_50_digits(old_mp, H, alpha, stiff, quartic)
        d, mid = new - old_mp, (new + old_mp)/2
        dE = energy(new, stiff, quartic) - energy(old_mp, stiff, quartic)
        worst_length = max(worst_length, abs(new @ new - old_mp @ old_mp))
        if quartic:
            defect = quartic*mid[0]*d[0]**3
            assert abs(defect)/SCALE > 1e-10
            worst_quartic = max(worst_quartic, abs(dE - defect)/SCALE)
            if stiff is STIFF:
                quartic_change, quartic_formula = dE, defect
        elif alpha:
            loss = -mp.mpf(alpha)*MU/(GAMMA*H)*(d @ d)
            assert abs(loss)/SCALE > 1e-6
            worst_loss = max(worst_loss, abs(dE - loss)/SCALE)
        else:
            worst_energy = max(worst_energy, abs(dE)/SCALE)
for error in (worst_length, worst_energy, worst_loss, worst_quartic):
    assert error < mp.mpf(10)**(-40)
print("50-digit solve, largest errors (energies divided by scale):")
print("  squared length =", mp.nstr(worst_length, 2))
print("  undamped energy =", mp.nstr(worst_energy, 2))
print("  damped energy balance =", mp.nstr(worst_loss, 2))
print("  quartic defect formula =", mp.nstr(worst_quartic, 2))
print(f"quartic K = {K4:.1e} J: energy change in one step = "
      f"{float(quartic_change):.6e} J")
print(f"  K mid_x (change_x)^3 = {float(quartic_formula):.6e} J")

# The frozen-field algorithm must find the same solution as raw Newton.
for alpha in (0.0, ALPHA):
    reference = newton_step_50_digits(old_mp, H, alpha, STIFF, 0.0)
    found, _ = midpoint_step(START, H, alpha)
    assert np.max(np.abs(found - reference.astype(float))) < 1e-13

first, sweeps_first = midpoint_step(START, H)
mid, d = (START + first)/2, first - START
assert abs(mid @ mid - (1 - d @ d/4)) < 1e-14
print("One undamped step:")
print("  new m =", np.array2string(first, precision=8))
print("  midpoint =", np.array2string(mid, precision=8))
print("  field at midpoint (T) =", np.array2string(field(mid), precision=8))
print(f"  squared midpoint length = {mid @ mid:.8f}")
print(f"  E before = {energy(START):.12e} J")
print(f"  E after  = {energy(first):.12e} J, sweeps = {sweeps_first}")

# Contraction bound, tested on random pairs in the unit ball.
q = GAMMA*H*np.linalg.norm(STIFF, 2)/(2*MU)
largest_ratio = 0.0
for _ in range(2000):
    pair = rng.normal(size=(2, 3))
    pair /= np.linalg.norm(pair, axis=1)[:, None]
    pair *= rng.random((2, 1))**(1/3)
    images = [frozen_map(y, START, H, ALPHA) for y in pair]
    assert max(np.linalg.norm(x) for x in images) <= 1 + 1e-14
    ratio = np.linalg.norm(images[0]-images[1])/np.linalg.norm(pair[0]-pair[1])
    largest_ratio = max(largest_ratio, ratio)
assert largest_ratio <= q*(1 + 1e-9) and q < 1
print(f"contraction bound q = {q:.5f}, largest ratio = {largest_ratio:.5f}")
print(f"step at which q = 1: {H/q:.4e} s")

# Deliberately unfinished nonlinear solves: two sweeps of each iteration.
picard = frozen = START
for _ in range(2):
    picard = START - (GAMMA*H/2)*cross(picard, field(picard))
    frozen = frozen_map(frozen, START, H, 0.0)
unfinished = {}
for name, middle in (("Picard", picard), ("frozen-field", frozen)):
    new = 2*middle - START
    r = residual(new, START, H)
    dL = new @ new - START @ START
    dE = energy(new) - energy(START)
    assert abs(dL - 2*(middle @ r)) < 1e-14
    assert abs(dE + MU*(field(middle) @ r))/SCALE < 1e-14
    unfinished[name] = (dL, dE/SCALE)
    print(f"two {name} sweeps: squared-length error = {dL:.3e}, "
          f"energy error/scale = {dE/SCALE:.3e}")
assert abs(unfinished["Picard"][0]) > 1e-7
assert abs(unfinished["Picard"][1]) > 1e-9
assert abs(unfinished["frozen-field"][0]) < 1e-14
assert abs(unfinished["frozen-field"][1]) > 1e-9

# Long undamped run against classical fourth-order Runge-Kutta.
STEPS = 5000
path, mean_sweeps = run(STEPS, H)
length_drift = np.max(np.abs(np.linalg.norm(path, axis=1) - 1))
energies = np.array([energy(m) for m in path])
energy_drift = np.max(np.abs(energies - energies[0]))/SCALE
# Roundoff and the stopping tolerance can accumulate over 5000 steps.
assert length_drift < 1e-11 and energy_drift < 1e-11
m = START
for _ in range(STEPS):
    k1 = rate(m, 0.0)
    k2 = rate(m + H*k1/2, 0.0)
    k3 = rate(m + H*k2/2, 0.0)
    k4 = rate(m + H*k3, 0.0)
    m = m + H*(k1 + 2*k2 + 2*k3 + k4)/6
rk_length = np.linalg.norm(m) - 1
rk_energy = (energy(m) - energy(START))/SCALE
assert abs(rk_length) > 1e-5 and abs(rk_energy) > 1e-5
print(f"Undamped run: {STEPS} steps, duration = {STEPS*H:.1e} s")
print(f"  midpoint: max length error = {length_drift:.2e}, "
      f"max energy error/scale = {energy_drift:.2e}")
print(f"  mean sweeps per step = {mean_sweeps:.2f}")
print(f"  Runge-Kutta: final length error = {rk_length:.4e}, "
      f"energy error/scale = {rk_energy:.4e}")

# Conservation does not remove the second-order trajectory error.
T_END = 1.0e-10
for alpha in (0.0, ALPHA):
    ref = solve_ivp(lambda t, y: rate(y, alpha), (0, T_END), START,
                    method="DOP853", rtol=1e-12, atol=1e-13).y[:, -1]
    errors = []
    for n in (50, 100, 200):
        end = run(n, T_END/n, alpha)[0][-1]
        errors.append(np.linalg.norm(end - ref))
    order_ratio = errors[1]/errors[2]
    assert 3.7 < order_ratio < 4.3
    print(f"trajectory error at {T_END:.1e} s, alpha = {alpha}: "
          f"h=2 ps {errors[0]:.4e}, 1 ps {errors[1]:.4e}, "
          f"0.5 ps {errors[2]:.4e}")
    print(f"  last error ratio = {order_ratio:.3f}")

# Damped run and its discrete energy balance.
DAMPED_STEPS = 2000
path, _ = run(DAMPED_STEPS, H, ALPHA)
energies = np.array([energy(m) for m in path])
changes = np.diff(path, axis=0)
predicted = -ALPHA*MU/(GAMMA*H)*np.sum(changes**2, axis=1)
balance = np.max(np.abs(np.diff(energies) - predicted))/SCALE
damped_length = np.max(np.abs(np.linalg.norm(path, axis=1) - 1))
assert balance < 1e-13 and damped_length < 1e-11
assert np.max(np.diff(energies))/SCALE < 1e-13
assert energies[-1] < energies[0] - 0.01*SCALE
print(f"Damped run: alpha = {ALPHA}, {DAMPED_STEPS} steps, "
      f"duration = {DAMPED_STEPS*H:.1e} s")
print(f"  E start = {energies[0]:.6e} J, E end = {energies[-1]:.6e} J")
print(f"  actual change = {energies[-1]-energies[0]:.6e} J, "
      f"summed formula = {predicted.sum():.6e} J")
print(f"  max length error = {damped_length:.2e}, "
      f"max balance error/scale = {balance:.2e}")
print("  final m =", np.array2string(path[-1], precision=6))

# A large step: solutions still conserve, but may cease to be unique.
BIG_H = 4.0e-11
roots = []
for _ in range(200):
    guess = rng.uniform(-1, 1, 3)
    sol = root(residual, guess, args=(START, BIG_H), tol=1e-13).x
    if np.max(np.abs(residual(sol, START, BIG_H))) < 1e-12:
        if all(np.linalg.norm(sol - other) > 1e-6 for other in roots):
            roots.append(sol)
assert len(roots) >= 1
for sol in roots:
    assert abs(sol @ sol - 1) < 1e-10
    assert abs(energy(sol) - energy(START))/SCALE < 1e-10
print(f"large step h = {BIG_H:.1e} s: q = {q*BIG_H/H:.4f}, "
      f"distinct solutions found = {len(roots)}")
print("verified")
```

Running it gives:

```
gamma = 1.760860e+11 1/(s T)
Ms = 8.0e+05 A/m, V = 1.0e-23 m^3, mu = 8.000e-18 A m^2
energy scale mu0 Ms^2 V = 8.042477e-18 J
demagnetizing factors = [0.02 0.08 0.9 ]
applied field (T) = [-0.01   0.005  0.02 ]
time step h = 2.0e-12 s, start m = [0.48 0.36 0.8 ]
50-digit solve, largest errors (energies divided by scale):
  squared length = 0.0
  undamped energy = 5.8e-52
  damped energy balance = 3.2e-52
  quartic defect formula = 6.7e-52
quartic K = 1.0e-18 J: energy change in one step = 1.820055e-22 J
  K mid_x (change_x)^3 = 1.820055e-22 J
One undamped step:
  new m = [0.54881781 0.23812392 0.80130894]
  midpoint = [0.5144089  0.29906196 0.80065447]
  field at midpoint (T) = [-0.0203428  -0.01905199 -0.7044151 ]
  squared midpoint length = 0.99510215
  E before = 2.272455500548e-18 J
  E after  = 2.272455500548e-18 J, sweeps = 10
contraction bound q = 0.15932, largest ratio = 0.09652
step at which q = 1: 1.2553e-11 s
two Picard sweeps: squared-length error = 3.627e-04, energy error/scale = 4.100e-05
two frozen-field sweeps: squared-length error = 4.441e-16, energy error/scale = 1.329e-06
Undamped run: 5000 steps, duration = 1.0e-08 s
  midpoint: max length error = 1.62e-14, max energy error/scale = 1.92e-14
  mean sweeps per step = 9.58
  Runge-Kutta: final length error = -2.0224e-03, energy error/scale = -1.0544e-04
trajectory error at 1.0e-10 s, alpha = 0.0: h=2 ps 3.0996e-02, 1 ps 7.7954e-03, 0.5 ps 1.9518e-03
  last error ratio = 3.994
trajectory error at 1.0e-10 s, alpha = 0.02: h=2 ps 2.5475e-02, 1 ps 6.3823e-03, 0.5 ps 1.5964e-03
  last error ratio = 3.998
Damped run: alpha = 0.02, 2000 steps, duration = 4.0e-09 s
  E start = 2.272456e-18 J, E end = 1.566116e-19 J
  actual change = -2.115844e-18 J, summed formula = -2.115844e-18 J
  max length error = 8.55e-15, max balance error/scale = 2.88e-16
  final m = [0.994301 0.104067 0.023162]
large step h = 4.0e-11 s: q = 3.1864, distinct solutions found = 1
verified
```
